# Heat of adduct formation from dimeric trimethylaluminium and the Al–N binding enthalpy: a numerical check

```python
"""
Result under test: when a dimeric Lewis acid A2 meets an amine N and forms
the adduct AN, the heat released per mole of adduct is
    q = D_b - (D_d/2) * (1 - (m0 - m)/a),
which becomes D_b - D_d/2 when hardly any free monomer is present.
D_b: enthalpy of AN -> A + N; D_d: enthalpy of A2 -> 2 A (J/mol).
m0, m: free monomer before and after mixing; a: adduct formed (mol).
The independent heat comes from a numerical temperature derivative of the
equilibrated free energy, H = d(G/T)/d(1/T), with no use of the formula.
Enthalpy and entropy zero: free monomer and free amine.
Solution: ideal dilute, volume 1 L, standard state 1 mol/L.
Vapour: ideal gas, standard state 1 bar.
All enthalpies and entropies below are rough model parameters.
"""
import numpy as np
from scipy.constants import R, calorie, torr
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy

KJ = 1000.0
BAR = 1.0e5
REL_STEP = 3.0e-4

D_DIMER = 85.0 * KJ
D_BIND = 125.0 * KJ
S_DIMER_SOL, S_BIND_SOL = 150.0, 130.0
S_DIMER_GAS, S_BIND_GAS = 180.0, 160.0
T_ROOM = 298.15
ACID = 0.1


def composition(T, acid, amine, d_bind, d_dimer, s_dimer):
    """Mass-action amounts: monomer, dimer, free amine, adduct."""
    k_dimer = np.exp((-d_dimer / T + s_dimer) / R)
    k_bind = np.exp((d_bind / T - S_BIND_SOL) / R)

    def amounts(log_m):
        m = np.exp(log_m)
        free = amine / (1.0 + k_bind * m)
        return np.array([m, m * m / k_dimer, free, k_bind * m * free])

    def acid_excess(log_m):
        m, dimer, free, adduct = amounts(log_m)
        return m + 2.0 * dimer + adduct - acid

    root = brentq(acid_excess, -80.0, np.log(acid),
                  xtol=1e-14, rtol=1e-15)
    return amounts(root)


def enthalpy_from_free_energy(T, acid, amine, d_bind, d_dimer, s_dimer):
    """Central difference of G/T with respect to 1/T."""
    def g_over_t(inv_t):
        temp = 1.0 / inv_t
        n = composition(temp, acid, amine, d_bind, d_dimer, s_dimer)
        h = np.array([0.0, -d_dimer, 0.0, -d_bind])
        s = np.array([0.0, -s_dimer, 0.0, -S_BIND_SOL])
        return np.sum(n * (h * inv_t - s - R) + R * xlogy(n, n))

    beta = 1.0 / T
    step = REL_STEP * beta
    return (g_over_t(beta + step) - g_over_t(beta - step)) / (2 * step)


def calorimeter(T, acid, amine, d_bind,
                d_dimer=D_DIMER, s_dimer=S_DIMER_SOL):
    """Heat per adduct, formula value, initial and final composition."""
    args = (d_bind, d_dimer, s_dimer)
    before = composition(T, acid, 0.0, *args)
    after = composition(T, acid, amine, *args)
    heat = (enthalpy_from_free_energy(T, acid, 0.0, *args)
            - enthalpy_from_free_energy(T, acid, amine, *args))
    adduct = after[3]
    formula = d_bind - 0.5 * d_dimer * (1 - (before[0] - after[0]) / adduct)
    return heat / adduct, formula, before, after


# Solution calorimetry, including a hot dilute case with much free monomer
q_excess, f_excess, start, end = calorimeter(T_ROOM, ACID, 0.15, D_BIND)
q_short, f_short, _, end_short = calorimeter(T_ROOM, ACID, 0.05, D_BIND)
T_HOT_SOL, ACID_DILUTE = 370.0, 1.0e-3
q_hot, f_hot, start_hot, _ = calorimeter(
    T_HOT_SOL, ACID_DILUTE, 5.0e-4, D_BIND)
D_SECOND = 110.0 * KJ
q_second, f_second, _, _ = calorimeter(T_ROOM, ACID, 0.15, D_SECOND)
D_WEAK = 35.0 * KJ
q_weak, f_weak, _, end_weak = calorimeter(T_ROOM, ACID, 1.0, D_WEAK)
for measured, predicted in [(q_excess, f_excess), (q_short, f_short),
                            (q_hot, f_hot), (q_second, f_second),
                            (q_weak, f_weak)]:
    assert abs(measured - predicted) < 1.0

simple = D_BIND - D_DIMER / 2
assert abs(q_excess - simple) < 0.1 * KJ
assert abs(q_short - simple) < 0.1 * KJ
assert abs(q_hot - simple) > 1.0 * KJ
assert abs((q_excess - q_second) - (D_BIND - D_SECOND)) < 1.0
assert q_weak < 0 < D_WEAK

# A monomeric acid binds the amine less strongly but releases more heat
D_MONOMERIC = 90.0 * KJ
q_mono, f_mono, _, _ = calorimeter(
    T_ROOM, ACID, 0.15, D_MONOMERIC, d_dimer=0.0)
assert abs(q_mono - f_mono) < 1.0
assert D_MONOMERIC < D_BIND and q_mono > q_excess


# Vapour: minimise the Gibbs energy of one mole of acid units
def vapour_minimum(T, p_bar):
    def g_over_t(alpha):
        n = np.array([alpha, (1.0 - alpha) / 2.0])
        h = np.array([0.0, -D_DIMER])
        s = np.array([0.0, -S_DIMER_GAS])
        return np.sum(n * (h / T - s + R * np.log(n / n.sum() * p_bar)))
    return minimize_scalar(g_over_t, bounds=(1e-12, 1 - 1e-12),
                           method="bounded", options={"xatol": 1e-12})


P_TORR = 1.0
p_bar = P_TORR * torr / BAR
vapour_rows = []
for T in (330.0, 360.0, 400.0, 450.0):
    k_p = np.exp((-D_DIMER / T + S_DIMER_GAS) / R)
    alpha = np.sqrt(k_p / (k_p + 4.0 * p_bar))
    assert abs(vapour_minimum(T, p_bar).x - alpha) < 1e-6
    beta, step = 1.0 / T, REL_STEP / T
    h_start = (vapour_minimum(1 / (beta + step), p_bar).fun
               - vapour_minimum(1 / (beta - step), p_bar).fun) / (2 * step)
    q_vapour = h_start + D_BIND
    assert abs(q_vapour - (D_BIND - (1 - alpha) * D_DIMER / 2)) < 1.0
    vapour_rows.append((T, alpha, q_vapour))
assert vapour_rows[0][2] < vapour_rows[-1][2]

# Sizes of neglected effects
T_MAX = vapour_rows[-1][0]
k_bind_hot = np.exp((D_BIND / T_MAX - S_BIND_GAS) / R)
unbound_ratio = 1.0 / (k_bind_hot * p_bar)
cp_low, cp_high = -2.0 * R, 4.0 * R
shift_high = (cp_high - cp_low / 2) * (T_MAX - T_ROOM)
shift_low = (cp_low - cp_high / 2) * (T_MAX - T_ROOM)
T_VP1, P_VP1, T_VP2, P_VP2 = 293.0, 9.0, 400.0, 760.0
h_vap = R * np.log(P_VP2 / P_VP1) / (1 / T_VP1 - 1 / T_VP2)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}")


print("SOLUTION MODEL (rough parameters)")
show("temperature", T_ROOM, "K")
show("total aluminium", ACID, "mol/L")
show("dimer dissociation enthalpy D_d", D_DIMER / KJ, "kJ/mol dimer")
show("Al-N binding enthalpy D_b", D_BIND / KJ, "kJ/mol adduct")
show("dimer dissociation entropy, 1 mol/L", S_DIMER_SOL, "J/mol/K")
show("adduct dissociation entropy, 1 mol/L", S_BIND_SOL, "J/mol/K")
show("half of D_d", D_DIMER / 2 / KJ, "kJ/mol adduct")
show("simple heat D_b - D_d/2", simple / KJ, "kJ/mol adduct")
print(f"initial monomer fraction: {start[0] / ACID:.2e}")
show("heat, 0.15 mol/L amine", q_excess / KJ, "kJ/mol adduct", 3)
show("same heat", q_excess / (KJ * calorie), "kcal/mol adduct")
show("heat, 0.05 mol/L amine", q_short / KJ, "kJ/mol adduct", 3)
show("adduct, 0.05 mol/L amine", end_short[3], "mol/L", 4)
show("heat per dimer consumed", 2 * simple / KJ, "kJ/mol dimer")
show("recovered D_b", (q_excess + D_DIMER / 2) / KJ, "kJ/mol", 3)
show("recovered D_b", (q_excess + D_DIMER / 2) / (KJ * calorie), "kcal/mol")
show("wrong D_b if whole D_d added", (q_excess + D_DIMER) / KJ, "kJ/mol")
show("error if nothing added", 100 * (1 - q_excess / D_BIND), "% of D_b", 1)
print("HOT DILUTE SOLUTION")
print(f"T = {T_HOT_SOL:.0f} K, Al = {ACID_DILUTE:.1e} mol/L, "
      f"amine = {5.0e-4:.1e} mol/L")
show("initial monomer fraction", start_hot[0] / ACID_DILUTE, "", 3)
show("heat from free energy", q_hot / KJ, "kJ/mol adduct", 3)
show("heat from general formula", f_hot / KJ, "kJ/mol adduct", 3)
print("COMPARISONS AT 298.15 K")
show("second amine, D_b", D_SECOND / KJ, "kJ/mol")
show("second amine, heat", q_second / KJ, "kJ/mol")
show("heat difference of amines", (q_excess - q_second) / KJ, "kJ/mol")
show("monomeric acid, D_b (rough GaMe3 regime)", D_MONOMERIC / KJ, "kJ/mol")
show("monomeric acid, heat", q_mono / KJ, "kJ/mol")
show("weak donor, D_b", D_WEAK / KJ, "kJ/mol")
show("weak donor, heat released (1 mol/L donor)", q_weak / KJ, "kJ/mol")
print(f"weak donor, adduct formed: {end_weak[3]:.2e} mol/L")
print("VAPOUR MODEL (rough parameters, full conversion)")
show("total acid vapour pressure", P_TORR, "Torr")
show("dimer dissociation entropy, 1 bar", S_DIMER_GAS, "J/mol/K")
show("adduct dissociation entropy, 1 bar", S_BIND_GAS, "J/mol/K")
for T, alpha, heat in vapour_rows:
    print(f"T = {T:.0f} K: monomer fraction {alpha:.3f}, "
          f"heat {heat / KJ:.2f} kJ/mol adduct")
print("NEGLECTED EFFECTS")
print(f"free monomer/adduct at {T_MAX:.0f} K, 1 Torr free amine: "
      f"{unbound_ratio:.1e}")
print(f"heat-capacity shift of D_b - D_d/2, 298.15 to {T_MAX:.0f} K: "
      f"{shift_low / KJ:.1f} to {shift_high / KJ:.1f} kJ/mol")
print(f"rough vapour pressures: {P_VP1:.0f} Torr at {T_VP1:.0f} K, "
      f"{P_VP2:.0f} Torr at {T_VP2:.0f} K")
show("vaporization enthalpy from them", h_vap / KJ, "kJ/mol dimer", 1)
show("vaporization cost per adduct", h_vap / 2 / KJ, "kJ/mol adduct", 1)
print("every check passed")
```

Output:

```
SOLUTION MODEL (rough parameters)
temperature: 298.15 K
total aluminium: 0.10 mol/L
dimer dissociation enthalpy D_d: 85.00 kJ/mol dimer
Al-N binding enthalpy D_b: 125.00 kJ/mol adduct
dimer dissociation entropy, 1 mol/L: 150.00 J/mol/K
adduct dissociation entropy, 1 mol/L: 130.00 J/mol/K
half of D_d: 42.50 kJ/mol adduct
simple heat D_b - D_d/2: 82.50 kJ/mol adduct
initial monomer fraction: 6.62e-04
heat, 0.15 mol/L amine: 82.528 kJ/mol adduct
same heat: 19.72 kcal/mol adduct
heat, 0.05 mol/L amine: 82.516 kJ/mol adduct
adduct, 0.05 mol/L amine: 0.0500 mol/L
heat per dimer consumed: 165.00 kJ/mol dimer
recovered D_b: 125.028 kJ/mol
recovered D_b: 29.88 kcal/mol
wrong D_b if whole D_d added: 167.53 kJ/mol
error if nothing added: 34.0 % of D_b
HOT DILUTE SOLUTION
T = 370 K, Al = 1.0e-03 mol/L, amine = 5.0e-04 mol/L
initial monomer fraction: 0.169 
heat from free energy: 87.078 kJ/mol adduct
heat from general formula: 87.078 kJ/mol adduct
COMPARISONS AT 298.15 K
second amine, D_b: 110.00 kJ/mol
second amine, heat: 67.53 kJ/mol
heat difference of amines: 15.00 kJ/mol
monomeric acid, D_b (rough GaMe3 regime): 90.00 kJ/mol
monomeric acid, heat: 90.00 kJ/mol
weak donor, D_b: 35.00 kJ/mol
weak donor, heat released (1 mol/L donor): -7.49 kJ/mol
weak donor, adduct formed: 1.45e-05 mol/L
VAPOUR MODEL (rough parameters, full conversion)
total acid vapour pressure: 1.00 Torr
dimer dissociation entropy, 1 bar: 180.00 J/mol/K
adduct dissociation entropy, 1 bar: 160.00 J/mol/K
T = 330 K: monomer fraction 0.128, heat 87.94 kJ/mol adduct
T = 360 K: monomer fraction 0.425, heat 100.54 kJ/mol adduct
T = 400 K: monomer fraction 0.889, heat 120.28 kJ/mol adduct
T = 450 K: monomer fraction 0.992, heat 124.67 kJ/mol adduct
NEGLECTED EFFECTS
free monomer/adduct at 450 K, 1 Torr free amine: 5.3e-04
heat-capacity shift of D_b - D_d/2, 298.15 to 450 K: -5.1 to 6.3 kJ/mol
rough vapour pressures: 9 Torr at 293 K, 760 Torr at 400 K
vaporization enthalpy from them: 40.4 kJ/mol dimer
vaporization cost per adduct: 20.2 kJ/mol adduct
every check passed
```
